**Inferring the Rashba-to-Dresselhaus ratio from current-induced fields**

For Rashba strength α, Dresselhaus strength β and field ratio ρ = B[110]/B[1-10] > 1, the program tests that α/β is (ρ+1)/(ρ−1) or its inverse, and that the field direction for current along [100] selects one of them. It asserts that the leading-order field formula agrees with diagonalization and Fermi-volume quadrature to 1e-4 when the couplings are a tenth of the example's. At the full couplings it asserts that the error stays below a second-order limit and, for [110] current, matches a derived second-order term within 20 per cent; the output shows 1.54e-3 for both. A root search for ρ = 3 finds 0.5 and 2, or −2 and −0.5 when the larger field belongs to [1-10]. Exchanging α and β leaves the field magnitude unchanged at all seven current angles sampled, while the field for [100] current moves from 116.5° to 153.5°. The program also asserts the two-constant symmetry of the response, the interband spin lag by integrating the precession, and the Oersted field of a cap by a Biot–Savart sum. With the cap, the apparent α/β becomes 2.41 instead of 2, or 0.705 instead of 0.5.

## Numerical verification

```python
"""Current-induced field in a magnetic film with Rashba (alpha) and Dresselhaus
(beta) coupling, axes x=[100], y=[010], z=film normal.
H = k^2/2m + w(k).sigma + J Mhat.sigma,
w(k) = alpha*(ky,-kx) + beta*(kx,-ky).
Result under test, to leading order in |w|/J:
B = -(P m j/M) w(jhat) (atomic units, part normal to Mhat),
P = carrier polarization, M = magnetization, j = current density.  Hence
rho = B[110]/B[1-10] gives alpha/beta = (rho+1)/(rho-1) or its inverse, and
the field direction for current along [100] selects one of them.
Energies in eV, lengths in angstrom, fields in mT unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Rough parameters, regime of ultrathin iron on GaAs(001)
mass = 1.0               # in electron masses
density = 0.05           # carriers per cubic angstrom
J = 1.0                  # half exchange splitting, eV
magnetization = 1.7e6    # A/m
current = 1.0e11         # A/m^2
tau = 3.0e-15            # s
temperature = 300.0      # K
film_nm, cap_nm, width_um = 1.5, 2.0, 1.0
kappa = 50.0             # W/(m K), rough substrate heat conductivity
strong, weak = 0.04, 0.02   # eV angstrom

c = sc.hbar**2 / (2 * mass * sc.m_e) / sc.e * 1e20   # E = c k^2
drift = mass * sc.m_e * current / (density * 1e30 * sc.e * sc.hbar) * 1e-10
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
X, Y, Z = np.eye(3)
D110 = np.array([1.0, 1.0]) / np.sqrt(2)
D1m10 = np.array([1.0, -1.0]) / np.sqrt(2)
D100 = np.array([1.0, 0.0])


def coupling(alpha, beta):
    return np.array([[beta, alpha], [-alpha, -beta]])


def band_density(mu, s):
    return ((mu - s * J) / c) ** 1.5 / (6 * np.pi**2)


mu = brentq(lambda u: band_density(u, -1) + band_density(u, 1) - density,
            J, 50.0)
P = (band_density(mu, -1) - band_density(mu, 1)) / density


def band_spins(h):
    """Spin expectation values from diagonalization, lower band first."""
    _, v = np.linalg.eigh(np.einsum('...i,iab->...ab', h, sigma))
    return np.einsum('...an,iab,...bn->...ni', v.conj(), sigma, v).real


def quadrature_field(alpha, beta, jhat, Mhat=Z):
    """Field from the shifted Fermi distribution, and actual/nominal current."""
    L = coupling(alpha, beta)
    q = -drift * np.asarray(jhat)

    def total_h(k):
        w = k @ L.T
        return np.concatenate([w, np.zeros(w.shape[:-1] + (1,))], -1) + J * Mhat

    nphi = 32
    phi = 2 * np.pi * np.arange(nphi) / nphi
    unit = np.stack([np.cos(phi), np.sin(phi)], -1)
    x, wx = np.polynomial.legendre.leggauss(28)
    t, wt = np.pi / 4 * (x + 1), np.pi / 4 * wx
    dS, number = np.zeros(3), 0.0
    for band, s in enumerate((-1, 1)):
        K = np.full(nphi, np.sqrt((mu - s * J) / c))
        for _ in range(60):
            size = np.linalg.norm(total_h(K[:, None] * unit), axis=-1)
            K = np.sqrt((mu - s * size) / c)
        kr = K[:, None] * np.sin(t)
        k = kr[..., None] * unit[:, None, :]
        energy = c * kr**2 + s * np.linalg.norm(total_h(k), axis=-1)
        kz = np.sqrt(np.maximum(mu - energy, 0) / c)
        weight = (K[:, None]**2 * np.sin(t) * np.cos(t) * wt
                  * (2 * np.pi / nphi) / (4 * np.pi**2) * kz / np.pi)
        change = (band_spins(total_h(k + q))[..., band, :]
                  - band_spins(total_h(k - q))[..., band, :]) / 2
        dS += np.einsum('ab,abi->i', weight, change)
        number += weight.sum()
    B = -J * dS * 1e30 * sc.e / magnetization * 1e3
    B = B - Mhat * (B @ Mhat)
    flow = 2 * c * q * number + L.T @ dS[:2]
    return B, (flow @ q) / (2 * c * density * (q @ q))


# Field in mT per eV angstrom of coupling
unit_field = (P * mass * sc.m_e * current * sc.e * 1e-10
              / (sc.e * sc.hbar * magnetization) * 1e3)


def formula_field(alpha, beta, jhat, Mhat=Z):
    B = np.append(-unit_field * coupling(alpha, beta) @ jhat, 0.0)
    return B - Mhat * (B @ Mhat)


# Symmetry: the two mirrors leave exactly two constants
rows = []
for normal in (np.append(D110, 0), np.append(D1m10, 0)):
    R = np.eye(3) - 2 * np.outer(normal, normal)
    rows.append(np.linalg.det(R) * np.kron(R, R) - np.eye(9))
constraints = np.vstack(rows)
free_constants = 9 - np.linalg.matrix_rank(constraints, tol=1e-9)
assert free_constants == 2
for pair in ((1, 0), (0, 1)):
    full = np.zeros((3, 3))
    full[:2, :2] = coupling(*pair)
    assert np.abs(constraints @ full.ravel()).max() < 1e-12

# Field formula against diagonalization and quadrature


def compare(alpha, beta, d):
    got, flow_ratio = quadrature_field(alpha, beta, d)
    ref = formula_field(alpha, beta, d)
    return (np.linalg.norm(got - ref) / np.linalg.norm(ref),
            abs(flow_ratio - 1))


def worst_errors(scale):
    results = [compare(scale * a, scale * b, d)
               for a, b in ((strong, weak), (weak, strong), (-0.03, 0.01))
               for d in (D110, D1m10, D100)]
    return np.max(results, axis=0)


# The formula is the leading order; the error is of second order in |w|/J
second_order = ((strong + weak) * np.sqrt((mu + J) / c) / J) ** 2
worst, worst_current = worst_errors(1.0)
worst_tenth, _ = worst_errors(0.1)
assert worst_tenth < 1e-4, worst_tenth
assert worst < second_order, worst
assert worst_current < 5e-3, worst_current
err_full = compare(strong, weak, D110)[0]
err_half = compare(strong / 2, weak / 2, D110)[0]
assert 3.8 < err_full / err_half < 4.2, err_full / err_half
err_derived = (strong + weak) ** 2 * (mu / c) / (3 * J**2)
assert abs(err_full / err_derived - 1) < 0.2, err_full / err_derived

# In-plane magnetization: two orientations rebuild the field vector
small = (0.1 * strong, 0.1 * weak, D100)
full_vector = quadrature_field(*small)[0]
along_x = quadrature_field(*small, X)[0]
along_y = quadrature_field(*small, Y)[0]
rebuilt = np.array([along_y[0], along_x[1], 0.0])
assert np.linalg.norm(rebuilt - full_vector) < 1e-3 * np.linalg.norm(full_vector)

# Inference from the magnitude ratio, all real roots searched


def all_roots(rho):
    def g(r):
        return abs(r + 1) - rho * abs(r - 1)
    grid = np.linspace(-50, 50, 4002)
    return [brentq(g, lo, hi) for lo, hi in zip(grid[:-1], grid[1:])
            if g(lo) * g(hi) < 0]


cases = {'A': (strong, weak), 'B': (weak, strong)}
fields = {n: [quadrature_field(*p, d)[0] for d in (D110, D1m10, D100)]
          for n, p in cases.items()}
sizes = {n: [np.linalg.norm(v) for v in f] for n, f in fields.items()}
rho = sizes['A'][0] / sizes['A'][1]
assert abs(rho / 3 - 1) < second_order
assert abs(sizes['B'][0] / sizes['B'][1] / 3 - 1) < second_order
roots = all_roots(rho)
r_big = (rho + 1) / (rho - 1)
assert np.allclose(roots, [1 / r_big, r_big], atol=1e-8)
ideal, ideal_swapped = all_roots(3.0), all_roots(1 / 3)
assert np.allclose(ideal, [0.5, 2], atol=1e-8)
assert np.allclose(ideal_swapped, [-2, -0.5], atol=1e-8)

# Magnitudes never separate the candidates; directions do
magnitude_gap = 0.0
for th in np.linspace(0, np.pi, 7):
    d = np.array([np.cos(th), np.sin(th)])
    mA, mB = (np.linalg.norm(quadrature_field(*cases[n], d)[0]) for n in 'AB')
    magnitude_gap = max(magnitude_gap, abs(mA / mB - 1))
assert magnitude_gap < 1e-3
angle = {n: np.degrees(np.arctan2(f[2][1], f[2][0])) for n, f in fields.items()}
margin = np.degrees(np.arctan(1 / rho))
assert abs(angle['A'] - (135 - margin)) < 0.1
assert abs(angle['B'] - (135 + margin)) < 0.1
for n, (a, b) in cases.items():
    assert abs(abs(np.tan(np.radians(angle[n]))) - a / b) < 1e-2
    for i, d in enumerate((D110, D1m10)):
        assert abs(fields[n][i][:2] @ d) < 1e-3 * sizes[n][i]
assert fields['A'][0] @ fields['B'][0] > 0
assert fields['A'][1] @ fields['B'][1] < 0

# Interband lag of the spin, by integrating its precession (time in hbar/eV)


def precession_lag(sign):
    L, force, ramp, end = coupling(strong, weak), 1e-3, 60.0, 80.0

    def h(t):
        if t < ramp:
            shift = t / 2 - ramp * np.sin(np.pi * t / ramp) / (2 * np.pi)
        else:
            shift = ramp / 2 + t - ramp
        return np.append(L @ (force * shift * D100), sign * J)

    sol = solve_ivp(lambda t, s: 2 * np.cross(h(t), s), (0, end), -sign * Z,
                    method='DOP853', rtol=1e-11, atol=1e-13, max_step=1.0)
    lag = sol.y[:, -1] + h(end) / np.linalg.norm(h(end))
    expected = np.cross(sign * Z, np.append(L @ (force * D100), 0)) / (2 * J**2)
    return lag, expected


lags = []
for sign in (1, -1):
    lag, expected = precession_lag(sign)
    assert np.linalg.norm(lag - expected) < 1e-2 * np.linalg.norm(expected)
    lags.append(lag)
assert lags[0] @ lags[1] < 0
lag_ratio = sc.hbar / (2 * J * sc.e * tau)
lag_angle = np.degrees(np.arctan(lag_ratio))

# Oersted field of a cap above the film: Biot-Savart over a strip
sheet = current * cap_nm * 1e-9
height = (film_nm + cap_nm) / 2 * 1e-9
u = np.linspace(-1, 1, 4001) * np.arcsinh(width_um * 1e-6 / 2 / height)
y = height * np.sinh(u)
to_film = np.stack([0 * y, -y, 0 * y - height], -1)
kernel = np.cross(X, to_film) / (to_film**2).sum(-1)[:, None]
integrand = kernel * (height * np.cosh(u))[:, None]
strip = (integrand[1:] + integrand[:-1]).sum(0) / 2 * (u[1] - u[0])
strip_mT = sc.mu_0 * sheet / (2 * np.pi) * strip * 1e3
oersted = sc.mu_0 * sheet / 2 * 1e3
assert abs(strip_mT[1] / oersted - 1) < 1e-2 and abs(strip_mT[0]) < 1e-6
apparent = {}
for n, (a, b) in cases.items():
    tot = [formula_field(a, b, d) + oersted * np.array([-d[1], d[0], 0])
           for d in (D110, D1m10, D100)]
    rho_app = np.linalg.norm(tot[0]) / np.linalg.norm(tot[1])
    r_app = (rho_app + 1) / (rho_app - 1)
    th = np.degrees(np.arctan2(tot[2][1], tot[2][0]))
    r_app = r_app if th < 135 else 1 / r_app
    assert abs(r_app - (a + oersted / unit_field) / b) < 1e-8
    apparent[n] = (rho_app, r_app, th)

# Five per cent heavier mass for current along [110]
mass_map = 1.05 * np.outer(D110, D110) + np.outer(D1m10, D1m10)
L_aniso = coupling(strong, weak) @ mass_map
rho_m = np.linalg.norm(L_aniso @ D110) / np.linalg.norm(L_aniso @ D1m10)
r_m = (rho_m + 1) / (rho_m - 1)

# Polarization at the temperature of use
kT = sc.k * temperature / sc.e


def thermal_density(level):
    low = level - 40 * kT
    tail = quad(lambda E: np.sqrt(E) / (np.exp((E - level) / kT) + 1),
                low, level + 40 * kT, epsabs=1e-13, epsrel=1e-11, limit=200)[0]
    return (2 / 3 * low**1.5 + tail) / (4 * np.pi**2 * c**1.5)


mu_T = brentq(lambda v: thermal_density(v + J) + thermal_density(v - J)
              - density, mu - 0.5, mu + 0.5, xtol=1e-13)
P_T = (thermal_density(mu_T + J) - thermal_density(mu_T - J)) / density
assert abs(P_T / P - 1) < 1e-2
resistivity = mass * sc.m_e / (density * 1e30 * sc.e**2 * tau)
heating = resistivity * current**2 * film_nm * 1e-9 * width_um * 1e-6 / kappa

print(f"mass {mass:.1f} m_e; carrier density {density*1e24:.1e} cm^-3")
print(f"half exchange splitting J {J:.2f} eV; M {magnetization/1e3:.0f} kA/m")
print(f"current density {current/1e4:.1e} A/cm2; temperature {temperature:.0f} K")
print(f"relaxation time {tau*1e15:.1f} fs; resistivity {resistivity*1e8:.1f} uOhm cm")
print(f"film {film_nm:.1f} nm, cap {cap_nm:.1f} nm, strip width {width_um:.1f} um")
print(f"Fermi level {mu:.3f} eV; polarization P {P:.4f}")
print(f"drift wavevector size {drift:.3e} 1/angstrom")
print(f"field per unit coupling {unit_field:.3f} mT/(eV angstrom)")
print(f"constants allowed by symmetry: {free_constants}")
for n, (a, b) in cases.items():
    print(f"case {n}: alpha {a:.3f}, beta {b:.3f} eV angstrom")
    print(f"  |B| for j along [110] {sizes[n][0]:.4f} mT")
    print(f"  |B| for j along [1-10] {sizes[n][1]:.4f} mT")
    print(f"  |B| for j along [100] {sizes[n][2]:.4f} mT")
    print(f"  Bx, By for j along [100] {fields[n][2][0]:.4f}, "
          f"{fields[n][2][1]:.4f} mT")
    print(f"  field angle from [100] {angle[n]:.2f} deg")
print(f"computed magnitude ratio rho {rho:.4f}")
print(f"alpha/beta from computed rho: {roots[0]:.4f} or {roots[1]:.4f}")
print(f"alpha/beta for ratio 3, larger field for [110]: {ideal[0]:.4f} or "
      f"{ideal[1]:.4f}")
print(f"alpha/beta for ratio 3, larger field for [1-10]: "
      f"{ideal_swapped[0]:.4f} or {ideal_swapped[1]:.4f}")
print(f"deviation from [-110] line, arctan(1/rho) {margin:.2f} deg")
print(f"largest relative magnitude gap, A against B {magnitude_gap:.1e}")
print(f"largest relative error of field formula {worst:.1e}")
print(f"same, couplings ten times smaller {worst_tenth:.1e}")
print(f"error for [110], case A: computed {err_full:.2e}, derived {err_derived:.2e}")
print(f"same error at half the couplings {err_half:.2e}")
print(f"largest relative spin-orbit change of current {worst_current:.1e}")
print(f"interband lag hbar/(2 J tau) {lag_ratio:.3f}; turn {lag_angle:.2f} deg")
print(f"Oersted field of cap {oersted:.4f} mT")
for n, (ra, rr, th) in apparent.items():
    print(f"  case {n} with cap: rho {ra:.3f}, alpha/beta {rr:.3f}, "
          f"angle {th:.2f} deg")
print(f"5 % mass anisotropy: rho {rho_m:.3f}, inferred alpha/beta {r_m:.3f}")
print(f"relative change of P by temperature {P_T/P-1:.1e}")
print(f"Joule heating estimate {heating:.2f} K (kappa {kappa:.0f} W/(m K))")
print("OK")
```

Printed output:

```
mass 1.0 m_e; carrier density 5.0e+22 cm^-3
half exchange splitting J 1.00 eV; M 1700 kA/m
current density 1.0e+07 A/cm2; temperature 300 K
relaxation time 3.0 fs; resistivity 23.7 uOhm cm
film 1.5 nm, cap 2.0 nm, strip width 1.0 um
Fermi level 4.898 eV; polarization P 0.3010
drift wavevector size 1.078e-05 1/angstrom
field per unit coupling 15.294 mT/(eV angstrom)
constants allowed by symmetry: 2
case A: alpha 0.040, beta 0.020 eV angstrom
  |B| for j along [110] 0.9162 mT
  |B| for j along [1-10] 0.3058 mT
  |B| for j along [100] 0.6830 mT
  Bx, By for j along [100] -0.3052, 0.6110 mT
  field angle from [100] 116.54 deg
case B: alpha 0.020, beta 0.040 eV angstrom
  |B| for j along [110] 0.9162 mT
  |B| for j along [1-10] 0.3058 mT
  |B| for j along [100] 0.6830 mT
  Bx, By for j along [100] -0.6110, 0.3052 mT
  field angle from [100] 153.46 deg
computed magnitude ratio rho 2.9959
alpha/beta from computed rho: 0.4995 or 2.0021
alpha/beta for ratio 3, larger field for [110]: 0.5000 or 2.0000
alpha/beta for ratio 3, larger field for [1-10]: -2.0000 or -0.5000
deviation from [-110] line, arctan(1/rho) 18.46 deg
largest relative magnitude gap, A against B 1.9e-12
largest relative error of field formula 1.5e-03
same, couplings ten times smaller 1.5e-05
error for [110], case A: computed 1.54e-03, derived 1.54e-03
same error at half the couplings 3.86e-04
largest relative spin-orbit change of current 6.3e-05
interband lag hbar/(2 J tau) 0.110; turn 6.26 deg
Oersted field of cap 0.1257 mT
  case A with cap: rho 2.418, alpha/beta 2.411, angle 112.53 deg
  case B with cap: rho 5.789, alpha/beta 0.705, angle 144.80 deg
5 % mass anisotropy: rho 3.150, inferred alpha/beta 1.930
relative change of P by temperature -2.4e-05
Joule heating estimate 0.07 K (kappa 50 W/(m K))
OK
```
